Does the boundary-minus-bulk activation energy give the space-charge barrier?

## Question

Suppose impedance data for an oxygen-vacancy conductor have been separated into a bulk and a grain-boundary part. The conductivities are plotted as ln(σT) against 1/T between 500 and 700 K. The straight-line fits give 0.70 eV for the bulk and 1.42 eV for the boundary, and at 600 K the specific boundary conductivity is about 6900 times below the bulk value.

I attribute the boundary resistance to space-charge layers. A vacancy must climb a barrier 2eφ0 on top of its ordinary migration barrier, so I would read 2eφ0 = 0.72 eV and φ0 = 0.36 V. But exp(0.72 eV/kT) at 600 K is about 10⁶, far more than 6900. Is the difference of activation energies really the barrier height? If not, what does it measure, and how should I get φ0?

## Answer

The difference is a temperature derivative, while the barrier is a value at one temperature. They differ for two reasons: the resistance of a depletion layer has a prefactor containing the barrier, and the barrier may itself change with temperature. Both effects follow from the resistance of the layer.

### The resistance of a depletion layer

Let the boundary core be positively charged, with potential φ0 relative to the grain interior. The mobile carriers have charge ze, with z = 2 for oxygen vacancies. The acceptor dopants have charge −e and a uniform density c_A, and they are immobile at the temperatures of the measurement. Bulk neutrality then requires a vacancy density c_A/z.

On each side of the core the vacancies are repelled. In the Mott-Schottky approximation their charge is neglected for 0 < x < λ, where x is the distance from the core, and the grain is neutral beyond λ. With charge density −e c_A in the layer, Poisson's equation is

d²φ/dx² = e c_A/ε.

Both φ and dφ/dx vanish at x = λ. Two integrations give

φ(x) = e c_A(λ − x)²/(2ε) = φ0(1 − x/λ)²,

λ² = 2εφ0/(e c_A).

Although their charge is neglected, the few remaining vacancies carry the ionic current. In equilibrium their density is the bulk density times exp(−zeφ/kT). I take their mobility to be the same as in the bulk and the applied voltage per boundary to be small compared with kT/(ze). The local resistivity is therefore ρ_b exp(zeφ/kT), where ρ_b is the bulk resistivity.

Define

w = zeφ0, β = 1/(kT), Φ = βw.

Current crosses the layer in series, so resistivities are averaged. With u = 1 − x/λ,

ρ_gb/ρ_b = I(Φ) = ∫₀¹ exp(Φu²) du.

The second layer has the same average. To turn a measured resistance into this specific resistivity, one needs the total width 2λ. It comes from the capacitance: the charge per area on one side is Q = e c_Aλ = (2εe c_Aφ0)^½, so dQ/dφ0 = e c_A/(e c_Aλ/ε) = ε/λ. Two such layers in series have capacitance ε/(2λ) per area.

For a high barrier, put s = 1 − u². Then du = −ds/[2(1 − s)^½], and

I = (e^Φ/2) ∫₀¹ (1 − s)^(−½) exp(−Φs) ds.

The exponential confines the integral to small s, where (1 − s)^(−½) ≈ 1 + s/2. Hence

I ≈ [e^Φ/(2Φ)] [1 + 1/(2Φ)], Φ ≫ 1.

The leading factor 1/(2Φ) has a simple meaning. Near the core the potential energy falls by kT over a distance λ/(2Φ), and most of the resistance lies in that thin slice rather than in the whole layer.

### From resistance to activation energy

Define both activation energies by E = −d ln(σT)/dβ. The factor T cancels from their difference, as does the migration energy:

ΔE = E_gb − E_b = d ln(ρ_gb/ρ_b)/dβ = (1/I)(dI/dΦ)(dΦ/dβ).

For the first derivative, integrate I by parts:

I = [u exp(Φu²)]₀¹ − 2Φ ∫₀¹ u² exp(Φu²) du = e^Φ − 2Φ dI/dΦ.

Thus

g(Φ) ≡ (1/I) dI/dΦ = (e^Φ/I − 1)/(2Φ).

At large Φ, the expansion above gives e^Φ/I ≈ 2Φ − 1, so

g ≈ 1 − 1/Φ.

The second term in the expansion of I is needed in this route. Differentiating ln I ≈ Φ − ln(2Φ) directly gives the same result.

For the second derivative, Φ = βw gives

dΦ/dβ = w + β dw/dβ.

Because β is proportional to 1/T, β d/dβ = −T d/dT. The result is

ΔE = g(Φ) (w − T dw/dT).

At high barriers, where w/Φ = kT, this becomes

ΔE ≈ w − kT − (1 − 1/Φ) T dw/dT.

The prefactor therefore lowers ΔE by about kT when the barrier is constant. A barrier that falls on heating raises ΔE; one that grows on heating lowers it further.

The quantity w − T dw/dT is the intercept at T = 0 of the tangent to w(T). If w = a + bT, the intercept is a at every temperature, and ΔE = ga. An Arrhenius plot of such a barrier can look nearly straight while b is large: the linear part of w has been absorbed into the pre-exponential factor.

Three barriers, each equal to 0.60 eV at 600 K, show the size of the effect:

- growing by 0.3 meV/K: ΔE = 0.38 eV;
- constant: ΔE = 0.55 eV;
- falling by 0.3 meV/K: ΔE = 0.71 eV.

Agreement between ΔE and w can also be accidental. In the high-barrier formula it occurs when dw/dT = −k/(1 − 1/Φ), which is −0.094 meV/K at Φ = 12.

The opposite limit, Φ → 0, gives g → ∫₀¹u²du = 1/3 for the assumed parabolic profile. This is a limit of the averaging formula, not a usable description of a weak space charge, because the vacancies are then not depleted and their charge cannot be neglected.

### Two matters of bookkeeping

If boundary resistance per area is used without dividing out 2λ, the measured factor is λI instead of I. Since d/dβ = −kT² d/dT and λ² is proportional to εφ0 at fixed doping, the extra contribution to ΔE is

d ln λ/dβ = −(kT²/2) [(1/φ0)dφ0/dT + (1/ε)dε/dT].

It vanishes if φ0 and ε are constant.

The two conductivities must also be plotted in the same way. Since ln σ = ln(σT) + ln β + constant, the slope of a plain ln σ plot gives E − kT. Using σT for the boundary and σ for the bulk raises ΔE by kT, or 0.052 eV at 600 K; the reverse choice lowers it by the same amount.

### Why the barrier can change with temperature

One possible origin is the exchange of vacancies between core and grain. Let the energy of a vacancy fall by H when it enters a core site, before the electrostatic cost w is counted. Let θ be the fraction of core sites occupied by vacancies and x_b the vacancy fraction on bulk anion sites. With configurational entropy only, equality of the electrochemical potentials reads

−H + w + kT ln[θ/(1 − θ)] = kT ln[x_b/(1 − x_b)],

or

w = H + kT {ln[x_b/(1 − x_b)] − ln[θ/(1 − θ)]}.

The core charge balances both layers. For z = 2, 2en = 2e c_Aλ, so the core vacancy density per area is n = c_Aλ and θ = c_Aλ/N_c, where N_c is the density of core sites.

To obtain the tangent intercept, multiply the equilibrium condition by β and differentiate at constant x_b:

dΦ/dβ = H − [1/(1 − θ)] d ln θ/dβ.

The factor 1/(1 − θ) arises because d ln[θ/(1 − θ)] = dθ/[θ(1 − θ)]. At constant ε, θ is proportional to λ and hence to (Φ/β)^½. Therefore

d ln θ/dβ = ½[(1/Φ)dΦ/dβ − kT].

Write q = 1/[2(1 − θ)]. Substitution gives

dΦ/dβ = H − (q/Φ)dΦ/dβ + qkT.

Collecting the derivative on the left,

w − T dw/dT = dΦ/dβ = (H + qkT)/(1 + q/Φ).

If θ is small and the barrier high, this intercept is close to H. In this model, as long as x_b does not change with temperature, ΔE therefore reflects the segregation energy, reduced by g, more directly than it reflects the barrier at the temperature of measurement.

### A worked case

Take relative permittivity 30, c_A = 10²⁰ cm⁻³, and 5×10²² bulk anion sites per cm³, so x_b = 0.001. Let N_c = 10¹⁵ cm⁻², H = 0.80 eV and the migration energy be 0.70 eV. These are round parameters for a lightly doped oxide, not data for a named ceramic.

Solving the core and layer equations together at 600 K gives θ = 0.032. As a check,

w = 0.80 + 0.0517 × [ln(0.001/0.999) − ln(0.032/0.968)]
 = 0.80 + 0.0517 × (−6.91 + 3.41) = 0.619 eV.

Thus φ0 = 0.310 V, Φ = 11.97 and λ = 3.2 nm. The fraction of occupied sites is larger in the core than in the bulk, so a vacancy loses configurational entropy on entering the core. Heating makes this loss more costly, and here the barrier falls by 0.289 meV/K.

For the intercept, q = 1/(2 × 0.968) = 0.517, so

w − T dw/dT = (0.80 + 0.517 × 0.0517)/(1 + 0.517/11.97) = 0.793 eV.

The weight is g = 0.912. Hence

ΔE = 0.912 × 0.793 = 0.723 eV.

Direct numerical differentiation of the layer resistance also gives 0.723 eV. The contributions are

barrier: 0.619 eV,
prefactor, (g − 1)w: −0.055 eV,
temperature dependence, −gT dw/dT: +0.158 eV.

The sum exceeds the barrier by 0.104 eV. Correcting for the prefactor alone would move the estimate the wrong way, from 0.723 to about 0.78 eV.

A fit over 500–700 K gives ΔE = 0.724 eV, the situation in your question. Dividing by 2e gives 0.362 V, which is 17% above the model's actual φ0 at 600 K.

### A fixed core charge and the vacancy tail

Now suppose instead that the core charge cannot change. With abrupt depletion and constant ε, fixed charge means fixed λ and fixed φ0. The prefactor correction alone remains, and ΔE ≈ w − kT.

There is a further subtlety of the same size. The edge of the layer is not abrupt, because some vacancies enter it. Keep their charge and let y = zeφ/kT. Poisson's equation becomes

ℓ² d²y/dx² = 1 − e^(−y), ℓ² = εkT/(ze²c_A).

Multiply by dy/dx and integrate from the neutral bulk, where y and dy/dx vanish:

(ℓ²/2)(dy/dx)² = y + e^(−y) − 1.

At the core, e^(−Φ) is negligible, so the squared slope is 2(Φ − 1)/ℓ². Abrupt depletion would give 2Φ/ℓ². A given core charge fixes the field, and therefore

w = w_Q + kT,

where w_Q is the barrier inferred from that charge by the abrupt formula.

Most of the resistance again lies next to the core. It is proportional to

ρ_b e^Φ/|dy/dx|₀ = ρ_b ℓe^Φ/[2(Φ − 1)]^½.

At fixed charge, Φ − 1 = βw_Q and ℓ is proportional to β^(−½). The resistance divided by ρ_b thus varies as exp(βw_Q)/β, and

ΔE ≈ w_Q − kT = w − 2kT.

One kT comes from the prefactor and the other from the thermal growth of the true barrier. For w_Q = 0.60 eV at 600 K, the integral over the full profile gives ΔE = 0.545 eV, close to the leading estimate of 0.548 eV.

When the core exchanges vacancies with the grain, its charge adjusts and largely offsets the tail's effect on the barrier. In the worked case the tail raises w by only 0.002 eV. It lowers ΔE by 0.009 eV if the resistance is divided by the capacitive width described below, and by 0.006 eV if it is divided by the abrupt width.

### Getting the barrier from your data

Use the resistivity ratio r = ρ_gb/ρ_b at each temperature. The leading formula r = e^Φ/(2Φ) can be written

−Φe^(−Φ) = −1/(2r), so Φ = −W₋₁[−1/(2r)].

W₋₁ is the lower real branch of the Lambert function, chosen because Φ > 1. Iterating Φ = ln(2rΦ) is equally good. For r = 6945, starting from 12:

Φ = ln(13890 × 12) = 12.02, then 12.03.

This gives w = 0.622 eV, compared with 0.619 eV in the model. The small excess comes from the omitted factor 1 + 1/(2Φ). At 500 and 700 K the same procedure gives 0.650 and 0.595 eV, against model values of 0.648 and 0.590 eV. The fall of the barrier is recovered as well.

The recovered w(T) will reproduce ΔE through the derivative formula with g = 1 − 1/Φ, the weight that belongs to the leading formula for r, but that is not independent evidence for a space charge: both come from the same ratios. A separate check is whether the width 2λ calculated from φ0 and the dopant density agrees with the capacitance. If the vacancies follow the measuring signal, the tail makes the capacitive width (1 − 1/Φ)^½ times the abrupt one, or 0.957 times in this case.

### How far to trust the numbers for a real ceramic

A permittivity near 30 is a rough typical value for fluorite-type oxide electrolytes. The doping is not typical of practical electrolytes: 10²⁰ cm⁻³ is about 0.4% of the cations, whereas those materials often contain several percent or more. At higher doping and equal φ0 the layer shrinks as c_A^(−½), and soon spans only a few atomic planes.

Even here the continuum picture is strained. The resistive slice λ/(2Φ) is 0.13 nm wide, less than the assumed jump length of 0.27 nm. The core field is 1.9 MV/cm, and a vacancy's energy changes by 0.10 eV in one jump there, about 2kT. Replacing the integral by a sum over jumps, with a site on the core plane and each saddle point midway along the jump, lowers ΔE by 0.018 eV at the same barrier and multiplies r by 0.86. The sign depends on where the lattice sits: with a saddle point on the core plane, ΔE rises by 0.027 eV and r is multiplied by 1.30.

The largest shift among those estimated comes from pairing between dopants and vacancies. A binding energy of 0.20 eV leaves 62% of bulk vacancies free at 600 K, lowers w by 0.024 eV and lowers ΔE by 0.062 eV. The free fraction now changes with temperature, so the constant-x_b expression for the intercept no longer applies. The shift grows steeply with the binding energy: 0.30 eV lowers ΔE by about 0.19 eV, and at 0.40 eV the barrier grows on heating and ΔE (about 0.38 eV) lies below w (about 0.47 eV). The falling barrier and ΔE > w of the worked case are therefore not a general rule. Doubling the acceptor density in the layer, with the bulk unchanged, lowers w by 0.018 eV and ΔE by 0.003 eV. A permittivity changing by ±0.03% per kelvin shifts ΔE by ±0.004 eV.

The mean acceptor spacing, 2.2 nm, is not small compared with λ. The potential must therefore vary along the boundary, and a one-dimensional barrier is at best an effective value. I have not estimated that shift.

Other conduction processes can invalidate the inversion altogether. Electrons accumulate where vacancies are depleted. With equal mobility in layer and bulk, and the same driving force on both carriers across the layers, the two currents there would be equal at a bulk electronic-to-ionic conductivity ratio of about 5×10⁻⁵. That is a lower limit, because electrons must also cross the grain, where they are scarce. If each carrier has to cross grain and layers in series, equal currents require a ratio of about d/(d + 2λr), where d is the grain size: about 0.02 for 1 µm grains. Conversely, a 1 nm core with a resistivity 4×10⁴ times the bulk value adds as much resistance as both layers together. In either case, r no longer measures the space-charge barrier alone.

The numerical output below gives the values at more digits than a real boundary would justify.

Computed values

```
relative permittivity 30; carrier charge number 2
acceptors 1.0e+20, vacancies 5.0e+19 cm^-3
bulk anion sites 5.0e+22 cm^-3
core sites 1.0e+15 cm^-2
segregation energy 0.80 eV; migration 0.70 eV
D0 5.0e-03 cm^2/s; jump length 0.27 nm
temperature 600 K; kT 0.0517 eV
barrier w 0.6191 eV; potential phi0 0.3096 V; P 11.974
layer width 3.204 nm; core occupancy 0.0320
bulk sigma 4.087e-06 S/cm
boundary sigma 5.885e-10 S/cm; ratio 6945.3
dw/dT -0.2890 meV/K; tangent intercept 0.7925 eV
weight g 0.9118; leading form 1-1/P 0.9165
local E: bulk 0.7000, boundary 1.4227, dE 0.7227 eV
prefactor term (g-1)w -0.0546 eV
temperature term -g T dw/dT +0.1581 eV
dE minus barrier +0.1035 eV
leading formula for dE 0.7263 eV
extra if layer width is not divided out +0.0072 eV
extra if sigma*T and sigma plots are mixed +0.0517 eV
fit 500-700 K: bulk 0.7000, boundary 1.4244 eV
fit dE 0.7244 eV; naive phi0 = dE/(2e) 0.3622 V
500 K: w 0.6482, from ratio 0.6499, dE 0.7400 eV
600 K: w 0.6191, from ratio 0.6218, dE 0.7227 eV
700 K: w 0.5904, from ratio 0.5945, dE 0.7028 eV
linear w=0.60 eV at 600 K, slope +0.3 meV/K: dE 0.3817 eV
linear w=0.60 eV at 600 K, slope 0 meV/K: dE 0.5453 eV
linear w=0.60 eV at 600 K, slope -0.3 meV/K: dE 0.7089 eV
fixed charge, w_Q=0.60 eV, with tail: dE 0.5453 eV
capacitance width / depletion width 0.9573
neglected effects at 600 K: shifts of barrier and of dE
vacancy tail: +0.0022, -0.0090 eV
discrete jumps: dE -0.0180 eV
permittivity +3e-4 per K: +0.0000, +0.0042 eV
permittivity -3e-4 per K: +0.0000, -0.0042 eV
layer acceptors doubled: -0.0178, -0.0032 eV
pair binding 0.20 eV: -0.0239, -0.0623 eV
free vacancy share with that binding 0.618
field at core 1.93 MV/cm; drop per jump 0.1044 eV
mean acceptor spacing 2.15 nm
electronic/ionic bulk ratio for equal layer currents 5.21e-05
1 nm core matches both layers at resistivity ratio 4.45e+04
```
